A vacancy in a model well needs 132 ps on average to leave it. Parallel-replica dynamics with 8 processors simulates this escape 7.35 times faster than one trajectory would. With 64 processors the factor is 35.6, and with 512 it is 56.9. The first gain is nearly proportional to the number of replicas and the last is far from it, although the rule that combines the replicas is the same. Both the validity of that rule and the loss of proportionality depend on how quickly the vacancy forgets how it entered the well.

## The model

Let $x$ be the position of a vacancy along a line between two ridges at $x=\pm a/2$, with $a=0.235$ nm. The potential is

$$U(x)=\bar E\sin^2\frac{\pi x}{a}+\frac{\Delta}{2}\sin^3\frac{\pi x}{a}.$$

At the ridges the sine is $\pm1$, so the barriers are $\bar E\pm\Delta/2$. We take 0.40 eV on the left, toward a dopant atom, and 0.45 eV on the right, so $\bar E=0.425$ eV and $\Delta=0.05$ eV. At 700 K, $kT=0.0603$ eV.

The motion is taken as overdamped. A moving mass $M=28$ u and a damping rate $\gamma=50$ ps$^{-1}$ give $D=kT/(M\gamma)=0.00416$ nm$^2$/ps. This describes motion inside the well; it is not the diffusivity of the vacancy through the crystal.

The line is divided into 60 cells of width $h$. The jump rate between neighbouring nodes $i$ and $j$ is

$$G_{ij}=\frac{D}{h^2}\,e^{-(U_j-U_i)/2kT},$$

and $G_{ii}$ is minus the total rate of leaving $i$. The ridge nodes absorb. For the interior nodes the probabilities form a row vector $p$ with $\dot p=pG$. Probability is lost through the ridges, and the loss defines the exit time $T$ and the exit side $s$.

## The distribution that forgets its origin

With $\pi_i=e^{-U_i/kT}$,

$$\pi_iG_{ij}=\frac{D}{h^2}e^{-(U_i+U_j)/2kT}=\pi_jG_{ji}.$$

Hence $S_{ij}=\sqrt{\pi_i}\,G_{ij}/\sqrt{\pi_j}$ is symmetric. Setting $\psi_i=\sqrt{\pi_i}\,g_i$ and collecting terms bond by bond gives

$$-\psi^{T}S\psi=\sum_{\text{bonds}}\pi_iG_{ij}(g_i-g_j)^2+\sum_{\text{ridge bonds}}\pi_iG_{i,\text{ridge}}\,g_i^2>0.$$

The first sum vanishes only for constant $g$, and then the second does not. The eigenvalues of $S$ are therefore $-\lambda_k$ with $0<\lambda_1\le\lambda_2\le\dots$

Replacing $\psi$ by $|\psi|$ cannot raise this form, because the off-diagonal elements of $S$ are not negative. The lowest eigenvector can thus be chosen non-negative. A zero at one node would, by the eigenvalue equation there, force zeros at its neighbours and so everywhere; it is therefore positive. If $\lambda_2$ were equal to $\lambda_1$, two independent lowest eigenvectors could be combined into one that vanishes at a chosen node. Its absolute values would form a non-negative lowest eigenvector with a zero, which has just been excluded. Hence $\lambda_1<\lambda_2$.

Define $\nu_i=\sqrt{\pi_i}\,\psi_{1,i}$, normalized to $\sum_i\nu_i=1$. Since $G_{ij}=S_{ij}\sqrt{\pi_j}/\sqrt{\pi_i}$,

$$(\nu G)_j=\sum_i\psi_{1,i}S_{ij}\sqrt{\pi_j}=-\lambda_1\nu_j.$$

This $\nu$ is the quasi-stationary distribution (QSD). A start from it gives $p(t)=\nu e^{-\lambda_1t}$: the shape stays fixed while the total decays. Let $r_s$ be the probability flux from $\nu$ through side $s$. Probability balance gives $r_L+r_R=\lambda_1$, and

$$P(T\le t,s)=\int_0^t r_se^{-\lambda_1t'}dt'=\frac{r_s}{\lambda_1}\left(1-e^{-\lambda_1t}\right).$$

The result is a product. The exit time is exponential, and the side is independent of it.

Diagonalization gives $\lambda_1=0.00572$ ps$^{-1}$, or $5.7\times10^9$ s$^{-1}$, so $1/\lambda_1=174.9$ ps. The right-hand share is $r_R/\lambda_1=0.324$.

A high-barrier estimate shows what sets these rates. Write the density as $q(x)e^{-U/kT}$; the current is then $J=-De^{-U/kT}q'$. When exits are rare, $J$ is nearly constant between the bottom and a ridge, where $q=0$. Dividing by the exponential and integrating gives $J\int e^{U/kT}dx=Dq(0)$. Nearly all the probability lies near the bottom, so $q(0)\approx1/\int_We^{-U/kT}dx$, where $W$ is the whole well. Thus

$$r_R\approx\frac{D}{\displaystyle\int_We^{-U/kT}dx\int_0^{a/2}e^{U/kT}dx},$$

and likewise on the left. Quadrature gives a total of 0.00567 ps$^{-1}$, within 1% of the eigenvalue; the difference includes the grid error. This rate counts first arrivals at a ridge, not completed hops, since a vacancy at the ridge may turn back.

## Loss of memory

Expand a general start in the left eigenvectors $\phi_k$ of $G$, with $\phi_1=\nu$:

$$p(t)=c_1e^{-\lambda_1t}\Big[\nu+\sum_{k\ge2}a_ke^{-(\lambda_k-\lambda_1)t}\phi_k\Big],\qquad a_k=\frac{c_k}{c_1}.$$

Here $c_1>0$, because it is an overlap of the start with a positive vector. Let $\sigma_k$ be the sum of the components of $\phi_k$. Dividing $p(t)$ by its total gives the distribution $\mu_t$ of trajectories that have not yet left:

$$\mu_t-\nu=\frac{\sum_{k\ge2}a_ke^{-(\lambda_k-\lambda_1)t}(\phi_k-\sigma_k\nu)}{1+\sum_{k\ge2}a_k\sigma_ke^{-(\lambda_k-\lambda_1)t}}.$$

If $a_2\ne0$, the difference finally decays at the rate $\lambda_2-\lambda_1$. Here $\lambda_2=8.455$ ps$^{-1}$, so the gap is 8.449 ps$^{-1}$.

We measure differences between distributions by the total variation distance, $\frac12\sum|p-q|$, which is the largest error in the probability of any event. The example starts 0.094 nm right of the bottom, 0.0235 nm inside the right ridge, as for a vacancy that has just entered there. Its distance from the QSD, given survival, is 0.033 after 0.5 ps. Another 0.5 ps should multiply this by $e^{-8.449\times0.5}=0.0146$, giving $4.8\times10^{-4}$, and direct propagation gives $4.76\times10^{-4}$.

An error in the position law cannot grow when it is passed on to the exit law. If $L_i(y)$ is the probability of exit outcome $y$ from node $i$, then

$$\frac12\sum_y\Big|\sum_i(\mu_i-\nu_i)L_i(y)\Big|\le\frac12\sum_i|\mu_i-\nu_i|\sum_yL_i(y)=\frac12\sum_i|\mu_i-\nu_i|.$$

The early memory matters physically. From the chosen start the vacancy leaves on the right with probability 0.491, against 0.324 from the QSD. Survival for 1 ps has probability 0.7505, and survivors contribute about $0.7505\times0.324=0.243$ to the right exits. The remaining 0.248 comes from the first picosecond, when the total exit probability is 0.2495. Nearly all early exits therefore go back over the ridge just crossed.

## Combining independent replicas

Let $N$ replicas start independently from $\nu$. The probability that replica $k$ leaves first, through side $s$, between $t$ and $t+dt$ is its own exit density times the survival of the others:

$$r_se^{-\lambda_1t}\,e^{-(N-1)\lambda_1t}dt=\frac{r_s}{\lambda_1}\;\frac1N\;N\lambda_1e^{-N\lambda_1t}dt.$$

The first exit time $t_{\min}$ is exponential with rate $N\lambda_1$, so $P(Nt_{\min}>t)=e^{-\lambda_1t}$. The summed running time $Nt_{\min}$ has the law of a single exit time, and the side has its original probabilities. Independence is essential: $N$ identical copies would all leave at $T$, and the clock would read $NT$.

Simulations look for exits at intervals $\delta$, here 0.05 ps. From the QSD each replica leaves during an interval with probability $b=1-e^{-\lambda_1\delta}$. Several may leave in the same interval, so we fix the order of the replicas in advance and accept the first in the list. If replica $k$ is accepted in interval $m$, all replicas have survived $m-1$ intervals and those before $k$ have survived one more:

$$P(m,k)=(1-b)^{N(m-1)+k-1}\,b.$$

With $j=N(m-1)+k$, each positive integer $j$ occurs for one pair $(m,k)$, and $P(j)=(1-b)^{j-1}b$. This is the law of one trajectory observed at the same intervals. The clock must therefore advance by $[N(m-1)+k]\delta$.

The simpler advance $Nm\delta$ is late. For $Nb\ll1$,

$$\frac{N}{1-(1-b)^N}-\frac1b\approx\frac1b\left[1+\frac{(N-1)b}{2}\right]-\frac1b=\frac{N-1}{2}$$

intervals. For $N=64$ this is $31.5\times0.05=1.58$ ps, or 0.9% of the mean exit time from the QSD.

## The algorithm

Choose a decorrelation time $t_c$ and a dephasing time $t_p$.

1. Run one reference trajectory in the current state until it leaves or $t_c$ has passed, and advance the clock by the time it ran. If it leaves before $t_c$, accept that exit and begin again in the new state.
2. If it survives, prepare $N$ replicas with independent noise. Each must remain in the state for an unbroken time $t_p$; one that leaves is restarted at the bottom. This preparation does not advance the physical clock.
3. Run all replicas until the first accepted exit, and advance the clock by $[N(m-1)+k]\delta$.
4. Continue from the configuration of the replica that left, as the reference in its new state.

Step 1 retains the early recrossings, which the QSD does not describe. Step 2 supplies the starting law that step 3 needs.

## Error of one event

Let $\varepsilon_c$ be the distance of the surviving reference from $\nu$, and $\varepsilon_p$ that of one dephased replica. Replacing the $N$ replica distributions by $\nu$ one at a time changes their joint law by at most $\varepsilon_p$ each. The triangle inequality then bounds the error of the exit law, given survival of $t_c$:

$$\varepsilon\le\varepsilon_c+N\varepsilon_p.$$

The unconditional error per event carries a further factor $P_c=P(T>t_c)$. For a sequence of states, the exit laws can be replaced one event at a time. By the Markov property later evolution cannot increase an earlier error, so the errors add at most linearly. The bound for each event must cover every entry point that can occur.

The actual error can also be computed. Let $s_m$ be a dephased replica's probability of surviving $m$ intervals, and $f_{m,s}$ its probability of leaving through side $s$ during interval $m$. Then

$$P(m,k,s)=s_m^{\,k-1}\,s_{m-1}^{\,N-k}\,f_{m,s}.$$

Replicas before $k$ must survive interval $m$; those after it need only have reached its beginning. Comparing this law with that of the surviving reference, both propagated by matrix multiplication, gives for $N=64$:

| $t_c$ (ps) | $t_p$ (ps) | error | bound |
|---|---|---|---|
| 1.00 | 1.00 | $6.0\times10^{-6}$ | $8.05\times10^{-4}$ |
| 0.25 | 1.00 | $4.9\times10^{-3}$ | 0.26 |
| 1.00 | 0.25 | $9.1\times10^{-3}$ | 0.34 |
| 0 | 1.00 | 0.25 | 1.0 |
| 1.00 | 0 | 0.073 | above 1 |

The first bound is $4.76\times10^{-4}+64\times5.14\times10^{-6}=8.05\times10^{-4}$. The bound is loose because it treats different positions as if their exit laws did not overlap. A bound above 1 carries no information.

Without decorrelation the error is close to the early exit probability, since those exits are lost. Without dephasing the cause is different: replicas placed at the bottom need time to climb before any can leave, and the clock counts this delay $N$ times. Shifting an exponential law by $\tau$ changes it by

$$\int_\tau^\infty\lambda_1\left[e^{-\lambda_1(t-\tau)}-e^{-\lambda_1t}\right]dt=1-e^{-\lambda_1\tau}.$$

If the whole error of 0.073 is read as such a shift, then $\tau=13$ ps, or 0.21 ps per replica. For one replica the same delay would cause an error of only 0.0012. Good dephasing thus becomes more important as $N$ grows.

## Cost and speedup

We count wall time as simulated time per processor and leave out communication. With $t_{\max}$ the dephasing time of the slowest replica and $t_\parallel$ the duration of the parallel stage,

$$\langle t_{\rm wall}\rangle=\langle\min(T,t_c)\rangle+P_c\left(\langle t_{\max}\rangle+\langle t_\parallel\rangle\right).$$

For $t_c=t_p=1$ ps and $N=64$, the first term is about 0.8 ps. Restarts raise $\langle t_{\max}\rangle$ to 1.16 ps. The parallel stage takes $1/(N\lambda_1)=2.73$ ps plus about half an interval, because exits are recorded at its end: 2.76 ps in all. The sum is $0.8+0.7505\times(1.16+2.76)\approx3.7$ ps. The unrounded value is 3.715 ps, and the speedup is $132.09/3.715=35.6$.

A simpler law follows if exits are rare, early exits use little time, and restarts are neglected. Then $\langle T\rangle\approx P_c/\lambda_1$ and $\langle\min(T,t_c)\rangle\approx P_ct_c$. The factor $P_c$ cancels:

$$\mathcal S\approx\frac{1/\lambda_1}{t_c+t_p+1/(N\lambda_1)}=\frac{N}{1+N\lambda_1(t_c+t_p)}.$$

For small $N$ this is nearly $N$. Half the ideal gain is lost at $N=1/[\lambda_1(t_c+t_p)]=87$, which is also the ceiling of the formula. It gives 7.33 for $N=8$ and 37.0 for $N=64$, close to the full results of 7.35 and 35.6.

For $N=512$ it gives 74.7, whereas the full calculation gives 56.9. The slowest replica now needs 1.69 ps to dephase. With independent restarts there is no upper limit to this time, and among more replicas a long series of restarts becomes more likely. The mean maximum therefore grows without bound as $N\to\infty$, and the speedup must eventually fall. In this model it levels off at about 57 between $N=512$ and $N=2048$ and then declines slowly, so the ceiling of 87 belongs to the simple formula and is not reached.

The spectrum shows when the method is useful. If both preparation times are $\ell/(\lambda_2-\lambda_1)$, where $e^{-\ell}$ is the desired reduction of memory, the ceiling becomes

$$\mathcal S_{\max}\approx\frac{\lambda_2-\lambda_1}{2\ell\lambda_1}.$$

Here the gap is about 1480 times $\lambda_1$ and $\ell=8.45$, which again gives 87. In a state with an internal barrier almost as high as its exits, the gap is no longer large compared with $\lambda_1$ and the gain disappears. Treating the two sides of that barrier as separate states helps if each relaxes much faster than it is left.

## A sampled run

Steps 1 to 3 were run for 3000 exits at each of two replica numbers, always from the same entry point. The mean exit times were $132.1\pm2.9$ ps for $N=8$ and $134.1\pm3.1$ ps for $N=64$, against 132.09 ps from linear algebra. The right-exit fractions were 0.506 and 0.494, against 0.491 with a standard error of 0.009. The largest differences between sampled and computed cumulative distributions were 0.019 and 0.013; a difference of 0.036 would be significant at the 0.1% level. The measured speedups were 7.35 and 35.8.

## Relation to a vacancy in silicon

The temperature, distance and mass are rough values for a silicon vacancy during a hot implant. The barriers have the size of the migration barrier of a free vacancy and suit only a dopant that binds it weakly. The damping rate is an assumption. It is only 9% above critical damping at the bottom of the well, so the overdamped equation is a simplification, and the times and speedups above belong to that model. The barriers depend on the charge state and on the dopant, and the line model does not determine them. A vacancy next to a donor such as phosphorus or arsenic is bound, and the barrier for moving around it is nearer 1 eV; exits are then far rarer and the ceilings below are too low by orders of magnitude. A shift of both barriers by 0.05 eV changes the Boltzmann factor by 2.3. In this potential the curvatures change with the barriers, which leaves a factor of about 2.0 in the rate. With the preparation times fixed, raising the barriers moves the simple ceiling from 87 to about 180, and lowering them moves it to about 44.

A vacancy site has four neighbours. Suppose that one is the dopant, that three are host atoms with the right-hand barrier, and that the four paths simply add their rates without otherwise changing the well. Then the exit rate is multiplied by $1+2\times0.324=1.65$, and the simple ceiling falls to 53.

Inertia changes the rate of completed hops only moderately. Near a ridge with $U\approx U_b-\frac12M\omega_b^2y^2$, where $y$ is the distance from the ridge, the growing solution $e^{\kappa t}$ obeys $\kappa^2+\gamma\kappa=\omega_b^2$. The overdamped limit replaces $\kappa$ by $\omega_b^2/\gamma$. In Kramers' theory of barrier crossing, which we use here without derivation, the hop rate is proportional to $\kappa$. Inertia therefore multiplies it by $\kappa\gamma/\omega_b^2$, which is 0.86 at the left ridge. The rate $\lambda_1$ of first arrivals falls further. In the overdamped limit a vacancy at the ridge turns back about half the time; with inertia it arrives moving outward and turns back less often, so fewer arrivals belong to each hop. The undamped harmonic estimate of quantum motion changes the hop rate by 0.5%.

Weak damping also lengthens the memory. The harmonic equation of motion at the bottom, with inertia, gives a memory time of 0.07 ps at the chosen damping and 0.40 ps at one tenth of it. These are rough estimates, because they leave out the flattening of the well away from the bottom. The first lies below the value $1/\lambda_2=0.118$ ps of the full overdamped model for two reasons. With $\omega_0$ the angular frequency at the bottom, the harmonic time without inertia is $\gamma/\omega_0^2=0.096$ ps; inertia near critical damping shortens it to 0.07 ps, and the flattening lengthens it to 0.118 ps. On the harmonic estimate, a fraction of about $e^{-2.5}=0.08$ of the memory remains after 1 ps at the weaker damping. Reducing it to $e^{-8.45}$ would take about 3.4 ps for each preparation stage. With $\lambda_1$ held fixed, this estimate puts the simple ceiling at about 26. The preparation times must therefore be set by the slowest relaxation of the real crystal, which this line model cannot supply.
